# Choosing the Lax-Friedrichs viscosity speed for a sputtered corner

A surface-profile simulation can give a smooth, plausible corner in the wrong place. If each plane beside the corner is moved at its own erosion speed and the two are joined where they meet, any facet that should open between them is missing. In the example below this puts the surface up to 71 nm too high after a flat etch depth of 100 nm. A grid method with too little numerical viscosity has another fault: raising the surface at one point can lower the computed surface next to it.

The setting that governs this second fault is the viscosity speed $\alpha$ of the Lax-Friedrichs scheme, together with the time step tied to it. This guide derives the safe value, the solution the scheme then approaches, and the grid needed to locate a facet edge.

## The erosion law

Let $u(x,t)$ be the surface height and $q=-u_x=\tan\theta$ its downward slope. Ions arrive vertically with flux $J$ per horizontal area, so a tilted surface receives $J\cos\theta$ per unit of its own area. With $Y(\theta)$ atoms removed per ion and atom density $n$, the surface recedes along its normal at speed $J\cos\theta\,Y/n$. The vertical speed is larger by $1/\cos\theta$, which cancels the cosine:

$$u_t+H(q)=0,\qquad H(q)=\frac{J\,Y(\theta)}{n}.$$

The yield model, with $c=\sec\theta=\sqrt{1+q^2}$, is

$$H(q)=R\,c^{f}e^{-\Sigma(c-1)},\qquad H'(q)=H(q)\left(\frac fc-\Sigma\right)\frac qc ,$$

where $R=H(0)$ and $dc/dq=q/c$ was used. For $f>\Sigma>0$, assumed from here on, the speed peaks at $c=f/\Sigma$. On a steep enough slope range $H$ is convex, then concave, then convex again.

The corner starts as $u(x,0)=\min(0,-Sx)$: flat on the left, falling with slope $S$ on the right.

## The solution to aim for

Each plane $-qx-tH(q)$ solves the equation. The Hopf envelope takes the lowest of them:

$$u(x,t)=\min_{0\le q\le S}\,[-qx-tH(q)].$$

At kinks the equation needs an interpretation. In the viscosity sense, a smooth $\varphi$ touching $u$ from above must satisfy $\varphi_t+H(-\varphi_x)\le0$ at the contact point, and one touching from below must satisfy the reverse.

Call a slope $q_k$ active at $(x,t)$ if it attains the minimum there. Comparing its plane with any other and dividing by $t$ gives the support inequality

$$H(q)\le H(q_k)-\xi(q-q_k),\qquad \xi=x/t,\quad 0\le q\le S. \tag{1}$$

*Touching from above.* In any direction, the derivative of $\varphi$ is at least that of $u$. The latter is at least the smallest derivative among the active planes: the planes that are lowest at nearby points tend to active ones. Hence the gradient of $\varphi$ cannot be separated from the active gradients, and is an average of them:
$-\varphi_x=\bar q=\sum\lambda_kq_k$ and $\varphi_t=-\sum\lambda_kH(q_k)$. Setting $q=\bar q$ in (1) and averaging removes the $\xi$ term, so $H(\bar q)\le\sum\lambda_kH(q_k)$ and $\varphi_t+H(\bar q)\le0$.

*Touching from below.* Every active plane lies above $u$, hence above $\varphi$, and meets it at the contact point. Its gradient therefore equals that of $\varphi$, and $\varphi_t+H=-H(q_k)+H(q_k)=0$.

The formula belongs to this ridge-like, concave corner. For a valley, $-u$ starts concave and obeys the same kind of equation with $-H$ in place of $H$, because $H$ is even. The minimum over planes then becomes a maximum.

## Where the facet edges lie

Far to the left $q=0$ is active. It loses to another slope once $qx+tH(q)$ exceeds $tR$ for some $q$. The upper edge is therefore at

$$\frac{x_1}{t}=-\max_q\frac{H(q)-R}{q}=-\frac{H(q_1)-R}{q_1}=-H'(q_1).$$

The last equality holds because the derivative of the quotient vanishes at an interior maximum. The same comparison with $q=S$ gives the lower edge:

$$\frac{x_2}{t}=\max_q\frac{H(q)-H(S)}{S-q}=\frac{H(q_2)-H(S)}{S-q_2}=-H'(q_2).$$

Between the edges the minimizing slope satisfies $x=-tH'(q)$, and the height is $u=-t[H(q)-qH'(q)]$. This facet is curved. Its slope runs from $q_1$ to $q_2$, with a jump at each end.

Gentler walls behave differently. The derivative of $(H-R)/q$ has the sign of $F=qH'-(H-R)$, where $F(0)=0$ and $F'=qH''$. While $H$ is convex $F$ grows; it then falls and first vanishes at $q_1$. If $S\le q_1$, the quotient is thus largest at $q=S$: the corner stays sharp and the two-plane picture is right. If $S>q_1$ but $S$ still lies on the concave part of $H$, a facet opens and joins the wall without a lower slope jump.

## The safe viscosity speed

With grid spacing $\Delta x$, time step $\Delta t$ and $r=\alpha\Delta t/\Delta x$, the scheme is

$$U_i^{n+1}=U_i^n+\frac r2(U_{i+1}^n-2U_i^n+U_{i-1}^n)-\Delta t\,H(Q_i),\quad Q_i=\frac{U_{i-1}^n-U_{i+1}^n}{2\Delta x}.$$

The response of the new height to the old central height is $1-r$. The responses to the right and left neighbours are

$$\frac{\Delta t}{2\Delta x}\,[\alpha+H'(Q_i)],\qquad \frac{\Delta t}{2\Delta x}\,[\alpha-H'(Q_i)].$$

All are nonnegative if $r\le1$ and

$$\alpha\ge\max_{0\le q\le S}|H'(q)|.$$

The scheme is then monotone: a surface that starts higher stays at least as high.

Concavity asks for a smaller time step. Subtracting neighbouring updates gives a rule for the cell slopes. The response of a new cell slope to its own old value is

$$1-r+\frac{\Delta t}{2\Delta x}[H'(Q_{i+1})-H'(Q_i)]\ge1-2r,$$

and its responses to the two neighbouring slopes are the same nonnegative expressions as above. For $r\le1/2$ each new slope is therefore a nondecreasing function of three old ones. Constant slopes $0$ and $S$ reproduce themselves, so all slopes stay in $[0,S]$, where $\alpha$ was chosen. Comparing the profile with its copy shifted by one cell shows that slopes ordered from left to right stay ordered. The concave corner remains concave.

From here on $r=1/2$, that is $\Delta t=\Delta x/(2\alpha)$.

## Why refinement reaches the envelope

**The error has one sign.** The scheme reproduces every plane $-qx-tH(q)$, since its second difference is zero. The initial corner lies below all these planes for $0\le q\le S$. Monotonicity keeps it below them, so $U\le u$ at every node.

**The error is bounded.** Without the $H$ term, one step averages heights with weights $\frac14,\frac12,\frac14$. Call this average $A$. After $n$ steps the weights are $w_k^n=\binom{2n}{n+k}/4^n$, with variance $n/2$ in cells squared. The largest is at most $1/\sqrt{\pi n}$, because $\sqrt n\binom{2n}{n}/4^n$ increases with $n$ towards $1/\sqrt\pi$. Define the smoothed envelope

$$v_i^n=\sum_kw_k^n\,u(x_{i+k},t_n).$$

Let $q_k$ be active at $(x_{i+k},t_n)$, $n\ge1$. Its plane still lies above $u$ one step later, so

$$v_i^{n+1}\le(Av^n)_i-\Delta t\sum_kw_k^{n+1}H(q_k).$$

Let $\bar q$ be the central slope of $v^n$ at node $i$. Inequality (1) also holds with $\xi_k=x_{i+k}/t_n$ clipped to $[-\alpha,\alpha]$: clipping acts only where the active slope is an end of the range, and there the bound on $H'$ supplies the inequality. Setting $q=\bar q$ and averaging shows that $v^{n+1}$ exceeds one scheme step applied to $v^n$ by at most

$$\Delta t\sum_kw_k^{n+1}(\xi_k-\xi_0)(q_k-\bar q)+\Delta t\,\xi_0\Big(\sum_kw_k^{n+1}q_k-\bar q\Big).$$

For the first sum, $|\xi_k-\xi_0|\le|k|\Delta x/t_n$ and $|q_k-\bar q|\le S$. The mean of $|k|$ is at most $\sqrt{(n+1)/2}\le\sqrt n$. Since $t_n=n\Delta t$, the first term is at most $S\Delta x/\sqrt n$.

For the second, both slope averages lie between $\sum_k w_k^nq_{k-1}$ and $\sum_k w_k^nq_{k+1}$, because $q_k$ increases with $k$. They differ by at most $2S$ times the largest weight. With $|\xi_0|\le\alpha$ and $\alpha\Delta t=\Delta x/2$, the second term is at most $S\Delta x/\sqrt{\pi n}$.

The first time step, where $\xi$ is undefined, costs at most $\alpha\Delta t\,S=S\Delta x/2$. Monotonicity carries each excess forward without enlarging it. With $\sum_{n=1}^{N-1}n^{-1/2}\le2\sqrt N$ and $N=2\alpha t/\Delta x$,

$$v-U\le2\sqrt2\,S\left(1+\frac1{\sqrt\pi}\right)\sqrt{\alpha t\Delta x}+\frac{S\Delta x}2.$$

Smoothing moved $u$ by at most its greatest slope times the mean kernel distance, $S\Delta x\sqrt{N/2}=S\sqrt{\alpha t\Delta x}$. Altogether,

$$0\le u-U\le S\sqrt{\alpha t\Delta x}\left[1+2\sqrt2\left(1+\frac1{\sqrt\pi}\right)\right]+\frac{S\Delta x}{2}.$$

The bound vanishes as $\Delta x\to0$, so the scheme selects the Hopf envelope.

**The facet edge converges too.** At an exact edge $x_*$ let the slope jump from $a$ to $b=a+j$. Join the numerical heights by straight lines, and let $E$ be their greatest distance below $u$. At distance $d$ to the left, concavity makes the numerical slope at most $a+E/d$. At distance $d$ to the right it is at least $b-E/d$. The midway slope $(a+b)/2$ must therefore be crossed within $d=2E/j$ of $x_*$.

If $e$ is the greatest error at nodes, a kink inside a cell makes $E$ at most $e+j\Delta x/4$, apart from a second-order term due to the facet's bending. Interpolating slopes between cell midpoints adds at most $\Delta x/2$. The edge error is thus at most $2e/j+\Delta x$, up to that second-order term.

## A milled hafnium edge

Take the bevelled edge of a free-standing hafnium film, 400 nm thick, over an open aperture. Argon ions of 500 eV arrive at 0.10 mA/cm² for 900 s. The normal yield is 0.8, the yield peaks at 60°, $f=2$, $\Sigma=1$, and the wall angle is 80°, so $S=5.671$.

The ion flux is $10^{-4}/(1.602\times10^{-19})=6.24\times10^{14}$ per cm² and second. Multiplying by 0.8 and dividing by $4.487\times10^{22}$ atoms/cm³ gives $R=0.1113$ nm/s, or a flat depth $Rt=100.1$ nm.

The tangent slopes are $q_1=1.145$ (48.9°) and $q_2=2.550$ (68.6°). The yield law gives $H(q_1)/R=1.374$ and $H(q_2)/R=1.318$, while $H(S)/R=0.284$. Hence

$$x_1=-100.1\times\frac{0.374}{1.145}\approx-32.7\ \text{nm},\qquad x_2=100.1\times\frac{1.034}{3.121}\approx33.2\ \text{nm}.$$

The lower edge lies at height $-216.6$ nm, above the underside of the film.

**Setting $\alpha$.** The greatest $|H'|$ is 0.04878 nm/s. Inspecting the two initial slopes would miss it: $H'(0)=0$, and the derivative formula gives only about 0.020 nm/s in size at the wall. The maximum must be sought over the whole slope range. At $\Delta x=2$ nm, $2\times0.04878\times900/2=43.9$ steps are needed. Rounding up to 44 gives $\alpha=0.04889$ nm/s.

In a test, one node of a plane was raised for a set of slopes across the range. With this $\alpha$ the least response was zero, the value at nodes out of reach. With $\alpha/2$ and the same time step it was $-0.124$: a neighbour fell by 12% of the bump.

**Choosing the grid.** Six grids were run, with $\alpha$ and $r$ held fixed. At every node the error had the proven sign, and the profiles stayed concave, to within rounding. The edge errors, numerical minus exact, include:

| $\Delta x$ (nm) | Upper (nm) | Lower (nm) |
|---:|---:|---:|
| 2 | −4.53 | +2.51 |
| 0.5 | −1.61 | +0.97 |
| 0.0625 | −0.30 | +0.20 |

Both edges lie too far out, so the computed facet is slightly too wide. On the finest grid the upper error is 0.9% of that edge's displacement. The greatest height error there is 0.60 nm, against a proven bound of 51 nm; the bound guarantees convergence but is a poor error estimate. With $j=q_1$, the edge bound is $2\times0.60/1.145+0.06\approx1.1$ nm, and the observed 0.30 nm respects it. At its corner the false two-plane profile stands 71 nm above the finest computed one, measured vertically; the shortest distance from that corner to the computed surface is about 36 nm.

Halving $\Delta x$ reduced the height error with observed orders from 0.65 to 0.84, better than the guaranteed one half but below one. The ratio of error to $\Delta x$ rises by roughly one per halving, from 4.4 to 9.6, so first-order convergence is not seen on these grids.

## What the real edge adds

The yield, its angular law and the other material inputs are rough assumed values. The free-standing geometry matters: the body below a concave profile is convex, so no part of its surface sees another, and sputtered atoms or reflected ions cannot strike it again. A wide sputtering floor below the edge breaks this assumption severely. If the floor emits with a cosine law and all arriving atoms stick, a surface at angle $\theta$ sees the fraction $(1-\cos\theta)/2$. Dividing by $\cos\theta$ for vertical motion lowers $H$ by $R(\sec\theta-1)/2$, and the upper edge moves from $-32.7$ to $-12.3$ nm. The present $H$ should not be used there. For the free-standing edge, an in-plane beam divergence of 3° rms shifts the lower edge by $-4.6$ nm and the upper by $+0.5$ nm. A 20% yield change between grains shifts the upper edge by 6.5 nm, since its displacement is proportional to $R$. The assumed ion depth of 2 nm is 6% of that displacement. Heating limited by radiation from both faces alone gives about 390 K for an assumed emissivity of 0.3 (about 440 K from one face), and surface diffusion then smooths over roughly 2 nm, a figure that depends strongly on the assumed 1 eV barrier: at 390 K it is about 10 nm for 0.8 eV and 0.5 nm for 1.2 eV. At $10^{-7}$ Torr of oxygen about 0.06 molecules arrive per ion on the flat top. On the 80° wall, where both ion flux per area and yield are low, about 0.33 arrive per ion and about 1.5 per sputtered atom, so the wall may oxidize; the effect of oxide on the yield is not included.

## Guidance

- Search the whole interval between the initial slopes for the greatest $|H'|$, and set $\alpha$ just above it. A larger $\alpha$ is safe but loosens the error bound as $\sqrt\alpha$ and needs more steps.
- Use $\Delta t=\Delta x/(2\alpha)$. Monotone heights alone allow twice this step, but the proof that concavity survives does not.
- Keep the grid ends farther from the corner than the number of steps times $\Delta x$, here $44\times2=88$ nm. The corner then cannot influence them, and they can follow the two original planes.
- Match the grid to the model. At $\Delta x=0.5$ nm the edge errors are 1.6 and 1.0 nm, already below the largest of the neglected shifts. A finer grid tests the algorithm more than it improves the prediction.
- Refine at least twice and follow the edges as well as the heights. Settling alone is not proof: with $\alpha$ too small, the edges can settle in the wrong place. Check $\alpha$, the slope range and the sense of the corner in every case before trusting the profile.

The full set of grid results is in the numerical output below.

## Table of computed values

```
Ion energy: 500 eV
Current density: 0.10 mA/cm2
Normal yield: 0.80 atoms/ion
Mass density: 13.3 g/cm3
Molar mass: 178.49 g/mol
Atom density: 4.487e+22 cm^-3
Yield exponents f, Sigma: 2.00, 1.00 (no unit)
Peak-yield angle: 60.0 deg
Wall angle: 80.0 deg; slope S: 5.6713
Film thickness: 400 nm; time: 900 s
Flat erosion speed R: 0.11127 nm/s
Flat erosion depth: 100.146 nm
H/R at peak, wall: 1.4715, 0.2844 (no unit)
Max |H'|, alpha: 0.04878, 0.04889 nm/s
Upper tangent slope: 1.1454; angle: 48.88 deg
Lower tangent slope: 2.5503; angle: 68.59 deg
Exact upper edge x, u: -32.683, -100.146 nm
Exact lower edge x, u: 33.165, -216.569 nm
Least response, alpha: 0.0000 (no unit)
Least response, alpha/2: -0.1243 (no unit)
Steps on coarsest grid: 44
Grid dx | height error | upper error | lower error (all nm)
2.0000 | 8.7794 | -4.5252 | +2.5097
1.0000 | 5.5782 | -2.6918 | +1.5794
0.5000 | 3.2428 | -1.6051 | +0.9665
0.2500 | 1.8451 | -0.9293 | +0.5821
0.1250 | 1.0752 | -0.5329 | +0.3410
0.0625 | 0.6001 | -0.3012 | +0.1967
Height orders: 0.654, 0.783, 0.814, 0.779, 0.841
Height error/dx: 4.390, 5.578, 6.486, 7.380, 8.602, 9.601
Finest-grid proven height bound: 51.19 nm
Finest-grid upper, lower edge: -32.984, 33.361 nm
Gap to false two-plane profile: 70.87 nm
Beam divergence, rms: 3.0 deg
Divergence shift, upper edge: +0.467 nm
Divergence shift, lower edge: -4.563 nm
Grain yield spread: 20 %; upper shift: 6.54 nm
Ion depth: 2.0 nm; fraction of upper shift: 0.061
Heat flux: 500 W/m2; emissivity: 0.30
Radiation-limited temperature: 388.6 K
Diffusion prefactor: 1.0e-07 m2/s
Diffusion barrier: 1.00 eV
Surface energy: 2.0 J/m2
Diffusion smoothing length: 2.18 nm
Oxygen pressure: 1.0e-07 Torr
Oxygen molecules per ion: 0.0574
Upper edge with sputtering floor: -12.318 nm
```
